\section*{Drude conductivity and the transport time: ladder diagrams and kinetic equation}

\section{What goes wrong with the lifetime alone}

Impurity scattering gives an electron of definite momentum a finite lifetime $\tau$. Putting this time into the Drude formula $ne^2\tau/m$ treats every collision as if it destroyed the current. A deflection through a small angle ends the life of the plane wave but hardly changes its velocity. In the two-dimensional model evaluated below, the lifetime gives a conductivity of $27.8\,e^2/h$, while the classical value is $86.3\,e^2/h$. The time that belongs in the formula weights each collision with $1-\cos\theta$, where $\theta$ is the scattering angle. This is derived here twice, from the Kubo-Greenwood formula and from a kinetic equation.

\section{Model and conventions}

Non-interacting electrons of charge $-e$, spin degeneracy $s=2$ and energy $\varepsilon_k=\hbar^2k^2/2m$ move at zero temperature in a static potential $U(\mathbf r)$ on an area $\Omega$. The potential is Gaussian with zero mean and an isotropic correlator, whose Fourier transform is $W(q)$. With an overline for the disorder average,
\begin{equation}
\overline{|U_{\mathbf k\mathbf k'}|^2}=\frac{W(|\mathbf k-\mathbf k'|)}{\Omega}.
\end{equation}
For dilute impurities in Born approximation, $W=n_i|u(q)|^2$, with $n_i$ their density and $u$ the transform of one impurity potential.

The density of states per spin is $N_1=m/(2\pi\hbar^2)$, so that $n=sN_1E_F$. Angle brackets denote the average over $\theta$ on the Fermi circle, where $q=2k_F\sin(\theta/2)$. Define
\begin{equation}
\frac1\tau=\frac{2\pi}{\hbar}N_1\langle W\rangle,\qquad
\frac1{\tau_{\rm tr}}=\frac{2\pi}{\hbar}N_1\langle W(1-\cos\theta)\rangle .
\label{times}
\end{equation}
The mean free path is $l=v_F\tau$. Disorder is weak: $k_Fl\gg1$, and $l$ is much longer than the correlation length $\xi$ of the potential. The claim is $\sigma=ne^2\tau_{\rm tr}/m$ to leading order.

\section{First derivation: bubble and ladder}

\subsection{The Kubo-Greenwood formula}

Apply a field $\mathcal E\cos\omega t$ along $x$ through the vector potential $a=-(\mathcal E/\omega)\sin\omega t$. To first order the perturbation is $eav_x$; the $a^2$ term is a number and causes no transitions. Since $\sin\omega t$ contains each exponential with weight $1/2$, the golden rule gives for absorption
\begin{equation}
\Gamma_{a\to b}=\frac{2\pi}{\hbar}\Big(\frac{e\mathcal E}{2\omega}\Big)^2|\langle b|v_x|a\rangle|^2\,\delta(E_b-E_a-\hbar\omega).
\end{equation}
Absorption minus emission carries $f_a(1-f_b)-f_b(1-f_a)=f_a-f_b$. Equating the net power $s\sum_{ab}\hbar\omega(f_a-f_b)\Gamma_{a\to b}$ to $\sigma\mathcal E^2\Omega/2$ gives
\begin{equation}
\sigma(\omega)=\frac{\pi se^2}{\Omega\,\omega}\sum_{ab}(f_a-f_b)|\langle b|v_x|a\rangle|^2\delta(E_b-E_a-\hbar\omega).
\end{equation}
Take $\Omega\to\infty$ first and then $\omega\to0$. At zero temperature $f_a-f_b\to\hbar\omega\,\delta(E_a-E)$ with $E=E_F$, hence
\begin{equation}
\sigma=\frac{\pi s\hbar e^2}{\Omega}\,{\rm Tr}\,[v_x\delta(E-H)v_x\delta(E-H)].
\label{kg}
\end{equation}

With $G^{R,A}=(E-H\pm i0)^{-1}$ one has $\delta(E-H)=i(G^R-G^A)/2\pi$. The product of two such factors carries $-1/4\pi^2$. The $AA$ trace is the complex conjugate of the $RR$ trace, and the two mixed traces are equal by cyclicity. Therefore
\begin{equation}
\sigma=\frac{s\hbar e^2}{2\pi\Omega}\,{\rm Re}\,{\rm Tr}\,[v_xG^Rv_xG^A-v_xG^Rv_xG^R].
\label{rarr}
\end{equation}

\subsection{Born self-energy}

Expand $G^R$ in powers of $U$ and average. Odd orders vanish, and even orders become sums over pairings. The average restores translation invariance, so the result is diagonal in momentum. Summing repeated pair insertions gives $\bar G^R(k)=[E-\varepsilon_k-\Sigma^R(k)]^{-1}$ with
\begin{equation}
\Sigma^R(k)=\int\!\frac{d^2k'}{(2\pi)^2}\,W(|\mathbf k-\mathbf k'|)\,\bar G^R(k').
\end{equation}
Using $\bar G^R$ inside the integral includes nested pairings. Crossed pairings are dropped. Both kinds change the self-energy only beyond leading order, but for different reasons. At fourth order a nested term has intermediate momenta $\mathbf k_1,\mathbf k_2,\mathbf k_1$. It contains the square of $G^R(k_1)$, whose integral across the shell would vanish for a constant weight, because the double pole lies on one side of the real axis; what remains comes from the variation of $W$ across the shell. A crossed term has $\mathbf k_1,\mathbf k_2,\mathbf k+\mathbf k_2-\mathbf k_1$. With the first two on the shell, the third is also there only near the special directions $\mathbf k_1=\mathbf k$, $\mathbf k_1=\mathbf k_2$ or $\mathbf k_2=-\mathbf k$. These take up a fraction of order $1/(k_Fl)$ of the angles, up to a logarithm, and for $k_F\xi\lesssim1$ this sets the relative size of the term. For smooth disorder, $k_F\xi\gg1$, $W$ is peaked at the first two directions, and nested and crossed terms are both of relative order $\xi/l$. This is one reason why $l\gg\xi$ is required besides $k_Fl\gg1$.

For a narrow shell ${\rm Im}\,\bar G^R\simeq-\pi\delta(E-\varepsilon_{k'})$, so on shell
\begin{equation}
{\rm Im}\,\Sigma^R=-\pi N_1\langle W\rangle=-\frac{\hbar}{2\tau}\equiv-\Gamma .
\end{equation}
The real part on shell is absorbed into $E$. Its slope in $k$ is of second order in $U$, like $\Sigma^R$ itself. It changes the velocity, and hence $\sigma$, only by a relative amount of second order in $U$, which lies beyond leading order and is neglected. In time, the averaged amplitude of a plane wave decays as $e^{-\Gamma t/\hbar}=e^{-t/2\tau}$.

\subsection{The bubble}

The bubble replaces the average of each product in (\ref{rarr}) by the product of averages. The directional average of $v_x^2$ is $v^2/2=\varepsilon/m$. With $y=\varepsilon-E$,
\begin{equation}
\bar G^R\bar G^A-{\rm Re}\,(\bar G^R)^2=\frac{1}{y^2+\Gamma^2}-\frac{y^2-\Gamma^2}{(y^2+\Gamma^2)^2}=\frac{2\Gamma^2}{(y^2+\Gamma^2)^2}.
\end{equation}
The prefactor is $(s\hbar e^2/2\pi)(N_1/m)=se^2/(4\pi^2\hbar)$, so for constant $\Gamma$
\begin{equation}
\sigma_0=\frac{se^2}{4\pi^2\hbar}\int_{-E}^{\infty}\!dy\,(E+y)\frac{2\Gamma^2}{(y^2+\Gamma^2)^2}.
\end{equation}
The two antiderivatives, which differentiation confirms, are
\begin{align}
\int\!\frac{2\Gamma^2\,dy}{(y^2+\Gamma^2)^2}&=\frac{y}{y^2+\Gamma^2}+\frac1\Gamma\arctan\frac y\Gamma,\\
\int\!\frac{2\Gamma^2\,y\,dy}{(y^2+\Gamma^2)^2}&=-\frac{\Gamma^2}{y^2+\Gamma^2}.
\end{align}
Inserting the limits produces $E^2/(E^2+\Gamma^2)$ from the first and $\Gamma^2/(E^2+\Gamma^2)$ from the second. These add to one, and
\begin{equation}
\sigma_0=\frac{se^2}{4\pi^2\hbar}\left[1+\frac E\Gamma\Big(\frac\pi2+\arctan\frac E\Gamma\Big)\right].
\label{closed}
\end{equation}
For $E\gg\Gamma$, $\arctan(E/\Gamma)\simeq\pi/2-\Gamma/E$. The bracket becomes $1+\pi E/\Gamma-1=\pi E/\Gamma$. With $\Gamma=\hbar/2\tau$ and $n=smE/(2\pi\hbar^2)$,
\begin{equation}
\sigma_0=\frac{se^2E}{4\pi\hbar\Gamma}=\frac{se^2E\tau}{2\pi\hbar^2}=\frac{ne^2\tau}{m}.
\end{equation}

The same leading term follows from the $RA$ part near the shell, where
\begin{equation}
\int\!dy\,\bar G^R\bar G^A=\frac\pi\Gamma=\frac{2\pi\tau}{\hbar},\qquad \int\!dy\,(\bar G^R)^2=0 .
\label{shell}
\end{equation}
The second integral vanishes because both poles lie on one side of the real axis. Far from the shell the $RA$ integrand falls only as $1/\varepsilon$, so this part alone grows logarithmically with the cutoff. The $RR$ part cancels the logarithm.

\subsection{The ladder}

Averaging the product $G^Rv_xG^A$ also pairs a potential on the retarded line with one on the advanced line. Keep the pairings that do not cross. They form rungs, and the average is $\bar G^R\Lambda_x\bar G^A$. Either there is no rung, or an outermost rung encloses the same sum again:
\begin{equation}
\Lambda_x(\mathbf k)=v_x(\mathbf k)+\int\!\frac{d^2k'}{(2\pi)^2}\,W(|\mathbf k-\mathbf k'|)\,\bar G^R(k')\bar G^A(k')\Lambda_x(\mathbf k').
\label{ladder}
\end{equation}
By isotropy $\boldsymbol\Lambda$ is parallel to $\mathbf k$, so on shell $\Lambda_x=\gamma v_x$. Since $\bar G^R\bar G^A$ is peaked at the shell, evaluate $W$ there and use (\ref{shell}). Relative to $\mathbf k$, the velocity $\mathbf v'$ has a parallel part $v\cos\theta$ and a perpendicular part $v\sin\theta$. The latter averages to zero because $W$ is even in $\theta$. Thus
\begin{equation}
\gamma=1+\gamma\,\frac{2\pi\tau}{\hbar}N_1\langle W\cos\theta\rangle=1+\gamma c,\qquad
c=\frac{\langle W\cos\theta\rangle}{\langle W\rangle},
\end{equation}
where $2\pi N_1\tau/\hbar=1/\langle W\rangle$ was used. Hence $\gamma=1/(1-c)=1+c+c^2+\dots$, with one power of $c$ per rung. Each rung multiplies the current by the mean cosine of one collision.

In (\ref{rarr}) one vertex becomes $\Lambda_x$ and the other stays $v_x$; dressing both would count the same rungs twice. Rungs in the $RR$ term contain the vanishing integral in (\ref{shell}) and do not contribute at leading order. The conductivity is therefore $\gamma\sigma_0$, and
\begin{equation}
\sigma=\frac{ne^2}{m}\,\frac{\tau}{1-c}=\frac{ne^2\tau_{\rm tr}}{m},
\label{result}
\end{equation}
because $(1-c)/\tau=(2\pi/\hbar)N_1(\langle W\rangle-\langle W\cos\theta\rangle)=1/\tau_{\rm tr}$. The self-energy still contains $\tau$; only the time in the conductivity has changed.

If $W$ does not depend on angle, $c=0$ and the two times agree. If scattering is mostly forward, $1-\cos\theta\simeq\theta^2/2$ and $\tau_{\rm tr}\gg\tau$. If backward scattering dominates, $c<0$ and $\tau_{\rm tr}<\tau$.

\section{Second derivation: kinetic equation}

\subsection{Collision term from the density matrix}

The one-particle density matrix per spin obeys $i\hbar\dot\rho=[H,\rho]$. Let $f_{\mathbf k}=\rho_{\mathbf k\mathbf k}$. Without a field, and to lowest order in $U$, the off-diagonal elements follow from
\begin{equation}
i\hbar\dot\rho_{\mathbf k\mathbf k'}=(\varepsilon_k-\varepsilon_{k'})\rho_{\mathbf k\mathbf k'}+U_{\mathbf k\mathbf k'}(f_{\mathbf k'}-f_{\mathbf k}).
\end{equation}
Start with $\rho_{\mathbf k\mathbf k'}=0$. If the occupations change little during the memory time of a collision, of order $\xi/v_F$, or $\hbar/E_F$ if that is longer, they can be taken out of the time integral:
\begin{equation}
\rho_{\mathbf k\mathbf k'}=-\frac i\hbar U_{\mathbf k\mathbf k'}(f_{\mathbf k'}-f_{\mathbf k})\int_0^\infty\!dt\,e^{-i(\varepsilon_k-\varepsilon_{k'})t/\hbar}.
\label{markov}
\end{equation}
The real part of the integral is $\pi\hbar\,\delta(\varepsilon_k-\varepsilon_{k'})$. The diagonal equation is
\begin{equation}
i\hbar\dot f_{\mathbf k}=\sum_{\mathbf k'}(U_{\mathbf k\mathbf k'}\rho_{\mathbf k'\mathbf k}-\rho_{\mathbf k\mathbf k'}U_{\mathbf k'\mathbf k})=-2i\sum_{\mathbf k'}{\rm Im}(\rho_{\mathbf k\mathbf k'}U_{\mathbf k'\mathbf k}),
\end{equation}
since the first product is the complex conjugate of the second. Inserting (\ref{markov}) and averaging $|U_{\mathbf k\mathbf k'}|^2$ independently of $f$ gives
\begin{equation}
\dot f_{\mathbf k}=\frac{2\pi}{\hbar}\int\!\frac{d^2k'}{(2\pi)^2}\,W(|\mathbf k-\mathbf k'|)\,\delta(\varepsilon_k-\varepsilon_{k'})(f_{\mathbf k'}-f_{\mathbf k}).
\label{coll}
\end{equation}
The term with $-f_{\mathbf k}$ removes electrons at rate $1/\tau$; the term with $f_{\mathbf k'}$ brings them in. No blocking factors appear, because the starting equation is linear in $\rho$.

Multiply (\ref{coll}) by $\hbar\mathbf k$ and sum over $\mathbf k$. Exchanging the labels in the first term turns $f_{\mathbf k'}-f_{\mathbf k}$ into $f_{\mathbf k}$ times $\mathbf k'-\mathbf k$, whose angular average is $-\mathbf k$ weighted with $1-\cos\theta$. For electrons near the Fermi circle the mean momentum therefore decays at rate $1/\tau_{\rm tr}$.

\subsection{Steady current}

A constant field $\mathcal E$ along $x$ exerts the force $-e\mathcal E$ and adds $(e\mathcal E/\hbar)\,\partial f/\partial k_x$ to $\dot f$. Its action on the off-diagonal elements would add terms of order $U^2\mathcal E$ and is neglected beside this term. Write $f=f_0(\varepsilon)+g$ with $g$ linear in $\mathcal E$. Since $\partial f_0/\partial k_x=\hbar v_xf_0'$, the steady state requires
\begin{equation}
0=e\mathcal Ev_xf_0'+\frac{2\pi}{\hbar}\int\!\frac{d^2k'}{(2\pi)^2}W\,\delta(\varepsilon_k-\varepsilon_{k'})(g_{\mathbf k'}-g_{\mathbf k}).
\label{steady}
\end{equation}
Try $g=\alpha v_xf_0'$. Energy is conserved, so $f_0'$ is common to both terms, and the average of $v_x'-v_x$ with weight $W$ gives $-\alpha v_xf_0'/\tau_{\rm tr}$. Thus $\alpha=e\mathcal E\tau_{\rm tr}$. With $f_0'=-\delta(\varepsilon-E_F)$ the current density is
\begin{equation}
j=-es\int\!\frac{d^2k}{(2\pi)^2}\,v_xg=e^2\mathcal E\tau_{\rm tr}\,sN_1\frac{v_F^2}{2}=\frac{ne^2\tau_{\rm tr}}{m}\,\mathcal E,
\end{equation}
because $v_F^2/2=E_F/m$ and $sN_1E_F=n$. This is (\ref{result}).

\section{A Gaussian-correlated potential}

Take $\overline{U(\mathbf r)U(0)}=U_0^2e^{-r^2/2\xi^2}$, for which $W=2\pi\xi^2U_0^2e^{-q^2\xi^2/2}$. On the circle $q^2=2k_F^2(1-\cos\theta)$, so with $x=k_F^2\xi^2$ the angular dependence is $e^{x\cos\theta}$. The averages of $e^{x\cos\theta}$ and $\cos\theta\,e^{x\cos\theta}$ are the modified Bessel functions $I_0(x)$ and $I_1(x)$. Hence
\begin{equation}
\Gamma=\frac{\pi m\xi^2U_0^2}{\hbar^2}\,e^{-x}I_0(x),\qquad c=\frac{I_1(x)}{I_0(x)} .
\end{equation}

Choose $m=0.07\,m_e$, $n=3\times10^{15}\,{\rm m^{-2}}$, $U_0=2$ meV and $\xi=10$ nm. Then $k_F=0.1373\,{\rm nm^{-1}}$, $E_F=10.26$ meV, $x=1.373^2=1.885$ and $\Gamma=0.369$ meV. From these,
\begin{align}
k_Fl&=\frac{2E_F\tau}{\hbar}=\frac{E_F}{\Gamma}=\frac{10.26}{0.369}=27.8,\\
l&=\frac{27.8}{0.1373\,{\rm nm^{-1}}}=202\ {\rm nm},\\
\tau&=\frac{l}{v_F}=\frac{202\ {\rm nm}}{2.27\times10^5\ {\rm m/s}}=0.89\ {\rm ps}.
\end{align}
The mean cosine is $c=0.678$, so $\tau_{\rm tr}/\tau=1/(1-0.678)=3.11$ and $\tau_{\rm tr}=2.77$ ps. For $s=2$, $n=k_F^2/2\pi$ turns $ne^2\tau/m$ into $(e^2/h)k_Fl$. The bubble gives $27.8\,e^2/h=1.08$ mS, and the ladder gives $86.3\,e^2/h=3.34$ mS. The rungs add up slowly: the vertex factor is 1.68 with one rung, 2.80 with up to five and 3.06 with up to ten.

The numerical check solves the self-consistent Born equation and the ladder on a momentum grid, including momenta off the shell. The ratio of this ladder conductivity to (\ref{result}) is 0.985, 0.996 and 0.999 for $U_0=2$, 1 and 0.5 meV. Here the shell is held at $k_F$; evaluating (\ref{result}) at the slightly shifted density instead raises the first ratio by about 0.001. The deviation falls about fourfold when $U_0$ is halved, as expected for a correction proportional to $U_0^2$, that is, to $1/\tau$. Crossed pairings, which this calculation omits, enter at the same order, apart from the logarithm discussed in the last section, so the deviation is not the full correction.

The program also propagates plane waves through 48 explicit random potentials, without diagrams or a kinetic equation. The decay of the averaged amplitude gives $\tau=0.896\pm0.012$ ps, in agreement with 0.89 ps. The decay of the mean momentum gives $\tau_{\rm tr}=2.69\pm0.02$ ps, about 3\% below the leading-order 2.77 ps. The size of this gap is not settled: with a box of 21 instead of 25 wavelengths, a shorter time step and 80 other potentials the value moves to $2.73\pm0.02$ ps, 1.5\% below. A gap of 1.5 to 3\% is compatible with neglected corrections of order $1/(k_Fl)\approx4\%$ or $\xi/l\approx5\%$, but its origin was not isolated. The test allows 15\%, which still separates the two times clearly.

\section{What each derivation assumes}

Both derivations are of leading order in weak disorder, and their terms correspond. Scattering out of a state is the self-energy; scattering in is a rung. Deleting $g_{\mathbf k'}$ from (\ref{steady}) gives $\alpha=e\mathcal E\tau$ and returns the bubble. That deletion also breaks particle conservation: without scattering in, an isotropic excess $g$ on the Fermi circle would decay at rate $1/\tau$, whereas (\ref{coll}) leaves it unchanged.

The assumptions enter differently. The diagrams assume that crossed pairings are small and that $W$ varies little across the momentum width $1/l$ of the shell, which requires $\xi\ll l$. The kinetic equation assumes that occupations are uncorrelated with the potential and vary slowly during a collision, which requires $\xi/v_F\ll\tau$. This is the same inequality, read in time instead of momentum. The kinetic route is shorter and shows the momentum balance directly. The diagrammatic route keeps off-shell momenta, as in (\ref{closed}), and identifies the terms left out.

Some of those terms eventually matter in two dimensions. With time-reversal symmetry, a closed path and its reverse interfere constructively and enhance the return of the electron. To estimate the effect up to a numerical factor, let a wave tube of width $\lambda_F=2\pi/k_F$ sweep the area $\lambda_Fv_F\,dt$, while diffusion with $D=v_F^2\tau_{\rm tr}/2$ gives the return density $1/(4\pi Dt)$. Up to the phase-coherence time $\tau_\varphi$,
\begin{equation}
\frac{|\delta\sigma|}{\sigma}\sim\int_{\tau_{\rm tr}}^{\tau_\varphi}\!\frac{\lambda_Fv_F\,dt}{4\pi Dt}=\frac{1}{k_Fv_F\tau_{\rm tr}}\ln\frac{\tau_\varphi}{\tau_{\rm tr}} .
\end{equation}
Maximally crossed diagrams describe this interference; the ladder and the kinetic equation both omit it. Equation (\ref{result}) is thus the classical conductivity, valid while this logarithmic correction is small. It fails for a fully coherent, infinite two-dimensional sample, however weak the disorder.

\section*{Calculated quantities}
\begin{verbatim}
mass = 0.07 m_e, density = 3.0e+15 m^-2
rms potential = 2.0 meV, xi = 10.0 nm
k_F = 0.1373 nm^-1, v_F = 2.2706e+05 m/s
E_F = 10.259 meV
k_F xi = 1.3729, x = (k_F xi)^2 = 1.8850
I1(x)/I0(x) = mean cos theta = 0.6779
tau = 0.8915 ps, tau_tr = 2.7682 ps
tau_tr/tau = 3.1051
Gamma = hbar/(2 tau) = 0.3692 meV
E_F tau/hbar = 13.90
k_F l = 27.79, k_F l_tr = 86.30
l = 202.4 nm, l_tr = 628.5 nm
vertex factor with up to 0 rungs = 1.0000
vertex factor with up to 1 rungs = 1.6779
vertex factor with up to 2 rungs = 2.1376
vertex factor with up to 5 rungs = 2.8036
vertex factor with up to 10 rungs = 3.0619
sigma bubble = 1.0767 mS = 27.79 e^2/h
sigma ladder = 3.3431 mS = 86.30 e^2/h
mobility with tau_tr = 6.955 m^2/(V s)
closed bubble / Drude - 1 = 4.94e-06
RA part alone / Drude, cutoff 20 E_F = 1.0217
RA part alone / Drude, cutoff 200 E_F = 1.0491
momentum grid, ratios to the leading-order formulas:
rms 2.0 meV: rate 0.9953, bubble 1.0204, ladder 0.9845, ladder/bubble 2.9957
rms 1.0 meV: rate 0.9990, bubble 1.0051, ladder 0.9959, ladder/bubble 3.0766
rms 0.5 meV: rate 0.9997, bubble 1.0013, ladder 0.9990, ladder/bubble 3.0979
propagation: 48 random potentials, box 1144 nm, up to 1.92 ps
tau from amplitude decay = 0.896 +- 0.012 ps
tau_tr from momentum decay = 2.689 +- 0.022 ps
\end{verbatim}
